# Cooling below air temperature in sunlight and the second law

**Q:** I have been shown a design for a panel that is supposed to lie in full sun, with no power supply, and stay several kelvin colder than the air. It can't work. The air is warmer than the panel and the sun is far hotter, so the panel would have to push heat from cold to hot without work.

**A:** You are right about what is forbidden. Let a panel at temperature $T_s$ give heat $q$ to air at a higher temperature $T_a$, with nothing else changed. The panel loses entropy $q/T_s$ and the air gains $q/T_a$, so the total change is

$$q\left(\frac1{T_a}-\frac1{T_s}\right)<0 .$$

But which way does heat flow between this panel and the air?

**Q:** From the air into the panel, since the panel is colder. That makes it worse: the air heats it, the sun heats it, and it must lose all that heat somewhere. The only other thing in view is the sky, and the sky is air.

**A:** It is air that is partly transparent. Between wavelengths of about 8 and 13 µm, a clear, dry atmosphere absorbs little, and therefore emits little. Through this window the panel exchanges radiation with space.

Take a simple model. The air is at one temperature $T_a$. In the window, a ray at angle $\theta$ from the vertical is transmitted with probability $\tau^{1/\mu}$, where $\mu=\cos\theta$ and $\tau$ is the transmittance straight up; the exponent is the longer path through flat layers. At other wavelengths beyond 4 µm the sky is opaque. Let $M_w(T)$ be the power per area that a black surface emits in the window, $\varepsilon_w$ the panel's emissivity there, taken as independent of angle, and $t_h$ the transmittance averaged over the hemisphere. Absorptivity equals emissivity, and radiation from space itself is negligible. The net loss in the window is emission minus absorbed sky radiation:

$$\varepsilon_wM_w(T_s)-\varepsilon_w(1-t_h)M_w(T_a).$$

Write the first term as $\varepsilon_w[t_h+(1-t_h)]M_w(T_s)$ and regroup:

$$\varepsilon_w t_hM_w(T_s)-\varepsilon_w(1-t_h)\,[M_w(T_a)-M_w(T_s)].$$

The first part goes to space. The second is heat that the warmer air radiates into the panel. So a panel below $T_a$ gains heat from the air by contact and by radiation, and loses it to space. No net heat goes from the panel to anything warmer.

**Q:** Is that loss large enough to beat the sunlight?

**A:** Start the panel at air temperature, where contact with the air transfers nothing. The bracket above vanishes, and so does the exchange in the opaque bands. If the panel absorbs a fraction $\alpha$ of the solar flux $G$, its net cooling power is

$$P_0=\varepsilon_w t_hM_w(T_a)-\alpha G .$$

The average $t_h$ weights each direction by $2\mu\,d\mu$, its share of the flux through a flat surface. With $u=1/\mu$, $\mu\,d\mu$ becomes $-u^{-3}du$, and

$$t_h=2\int_0^1\mu\,\tau^{1/\mu}d\mu=2\int_1^\infty\frac{e^{-u(-\ln\tau)}}{u^3}\,du=2E_3(-\ln\tau),$$

where $E_3$ is the exponential integral defined by this last form.

For numbers, take illustrative values for a selective coating on a silver mirror: $\alpha=0.03$, $\varepsilon_w=0.70$, and emissivity 0.20 elsewhere beyond 4 µm. Let $T_a=300$ K, $G=900$ W/m² at normal incidence, and $\tau=0.85$. Then $t_h=0.749$, and integrating Planck's law from 8 to 13 µm gives $M_w=148.0$ W/m². Hence

$$P_0=0.70\times0.749\times148.0-0.03\times900\approx77.6-27.0=50.6\ \text{W/m}^2 .$$

The panel starts to cool if $\alpha<\varepsilon_wt_hM_w(T_a)/G=0.086$, with the sky and the infrared emissivities held fixed. An ordinary dark surface fails this condition by a wide margin. Transparency of the sky is not sufficient.

**Q:** How far does it cool?

**A:** Until the heat entering from the air closes the balance. Let $P_{\rm loss}(T_s)$ be the net thermal radiation lost over all wavelengths beyond 4 µm, and $h$ the heat transfer coefficient between air and panel. In the steady state

$$P_{\rm loss}(T_s)=\alpha G+q_c,\qquad q_c=h(T_a-T_s).$$

The left side rises with $T_s$ and the right side falls, so there is one solution. For a small drop $\Delta T=T_a-T_s$, expand $P_{\rm loss}(T_s)\approx P_{\rm loss}(T_a)-h_r\Delta T$, where $h_r=dP_{\rm loss}/dT_s$ at $T_a$. Since $P_{\rm loss}(T_a)-\alpha G=P_0$,

$$P_0-h_r\Delta T=h\Delta T\quad\Rightarrow\quad \Delta T=\frac{P_0}{h+h_r}.$$

With $h=7.0$ W/(m² K), and $h_r=2.38$ W/(m² K) from integrating the derivative of Planck's law, this gives $50.55/9.38=5.4$ K. Solving the full balance numerically also gives 5.4 K, so $T_s=294.6$ K. The flows are then:

- lost through the window: 68.9 W/m²;
- gained in the opaque bands: 4.0 W/m²;
- gained by contact with the air: 38.0 W/m²;
- gained from sunlight: 27.0 W/m².

The three gains add up to the loss, within rounding.

**Q:** Then perhaps the sun is the hidden power supply. A hot source can drive a refrigerator.

**A:** It can, and an absorption refrigerator heated by sunlight could cool below air temperature even under an opaque sky. The second law allows that machine. This panel contains no such machine, and you can see what sunlight does to it by removing it. With the air, the sky and $h$ unchanged, the panel settles at 291.65 K without sun, which is 2.9 K colder. Sunlight opposes the cooling.

Now keep the sun and close the window, so that the sky is opaque at 300 K everywhere beyond 4 µm. The panel settles at 302.9 K, above the air.

**Q:** Might a cleverer choice of emissivity still get below the air under that opaque sky?

**A:** Not for a passive surface, provided the sky is also at least as bright as a body at $T_a$ below 4 µm. Without that condition, a surface emitting only there could lose at most about 1 W/m², which at $h=7.0$ W/(m² K) cools it by less than 0.2 K. By passive I mean a surface with no work input, refrigerating machine, evaporation or fluorescence. Describe the radiation by $n$, the mean number of photons in a mode, that is, in one frequency, direction and polarisation. A body at temperature $T$ fills its modes to

$$n(\nu,T)=\frac1{e^{h_P\nu/kT}-1},$$

where $h_P$ is Planck's constant. Suppose every incoming mode is filled at least to $n(\nu,T_a)$, and suppose the surface were colder than $T_a$. Since absorptivity equals emissivity, the surface would then absorb more energy than it emits in every mode it couples to, and the air would add heat too. Every term has the same sign, so no balance is possible, whatever the emissivity. Some incoming modes must be emptier than they would be at air temperature.

**Q:** So the window acts as a colder body. What is its temperature?

**A:** It has no single temperature. For each frequency and direction you can define a brightness temperature $T_b$, at which a black body would fill the mode equally. Looking straight up in the window, $n(\nu,T_b)=(1-\tau)\,n(\nu,T_a)$. Taking reciprocals and solving for the exponential gives

$$e^{h_P\nu/kT_b}=1+\frac{e^{h_P\nu/kT_a}-1}{1-\tau}.$$

At 10 µm this gives 215 K. No layer of air in the model is at 215 K: the value describes a weak glow from air at 300 K with almost nothing behind it. Towards the horizon the path grows, the transmittance falls to zero and $T_b$ rises to $T_a$.

The argument I just gave also sets a floor: a passive surface cannot settle below the coldest brightness temperature that reaches it. In this window that is 199 K, looking straight up. An ideal panel that is black in the window and reflecting elsewhere, with no sun and no contact with the air, would settle at 231 K. It stays above the floor because it also receives the warmer directions and wavelengths.

**Q:** I accept the energy balance. But the second law is about entropy, and the panel reflects 97% of a beam from a source at 5772 K. How do you know that the whole account comes out positive?

**A:** By checking each mode. Thermal light with mean number $n$, including thermal light that has been attenuated or mixed with other thermal light, has the photon-number distribution $p_m=n^m/(1+n)^{m+1}$. Its entropy is $k\,s(n)$, with

$$s=-\sum_m p_m\ln p_m=(1+n)\ln(1+n)-n\ln n,$$

because $-\ln p_m=(m+1)\ln(1+n)-m\ln n$ and the mean of $m$ is $n$. Differentiating twice,

$$s'(n)=\ln\frac{1+n}{n},\qquad s''(n)=-\frac1{n(1+n)}<0 .$$

So $s$ is concave. At $n_s=n(\nu,T_s)$ its slope is $x_s=h_P\nu/kT_s$, since there $(1+n_s)/n_s=e^{x_s}$.

Let the surface be mirror-like, with emissivity $\varepsilon$ for this mode. The outgoing mode holds reflected and emitted light:

$$n_{\rm out}=(1-\varepsilon)n_{\rm in}+\varepsilon n_s .$$

The surface receives energy $h_P\nu(n_{\rm in}-n_{\rm out})$, and hence entropy $k\,x_s(n_{\rm in}-n_{\rm out})$. In units of $k$, the entropy produced is

$$\sigma=s(n_{\rm out})-s(n_{\rm in})+x_s(n_{\rm in}-n_{\rm out}).$$

Concavity gives $s(n_{\rm out})\ge(1-\varepsilon)s(n_{\rm in})+\varepsilon s(n_s)$, and the mixing rule gives $n_{\rm in}-n_{\rm out}=\varepsilon(n_{\rm in}-n_s)$. Therefore

$$\sigma\ge\varepsilon\left[s(n_s)+x_s(n_{\rm in}-n_s)-s(n_{\rm in})\right]\ge0 .$$

The bracket is the height of the tangent at $n_s$ above the curve, and a concave curve lies below its tangents. No particular value of $n_{\rm in}$ was assumed, so the result covers sunlight and cold sky alike, and it holds while the panel is still cooling.

**Q:** And if the surface is white paint instead of a mirror?

**A:** Then a fraction $R_{ij}$ of incoming mode $j$ goes into outgoing mode $i$ at the same frequency, and $n_{{\rm out},i}=\sum_jR_{ij}n_j+\varepsilon_in_s$. Equilibrium must remain equilibrium, so $\sum_jR_{ij}+\varepsilon_i=1$. Energy not scattered is absorbed, so $\sum_iR_{ij}=1-\alpha_j$, where $\alpha_j$ is the absorptivity for mode $j$. Summing both rules over all modes gives $\sum_i\varepsilon_i=\sum_j\alpha_j$. Concavity now gives

$$\sum_is(n_{{\rm out},i})\ge\sum_j\left[(1-\alpha_j)s(n_j)+\alpha_js(n_s)\right],$$

and the heat absorbed contributes $x_s\sum_j\alpha_j(n_j-n_s)$. With entropy counted mode by mode, ignoring correlations between the outgoing modes, the total production is at least a sum of the same tangent brackets, each weighted by $\alpha_j$. It is again non-negative.

**Q:** Why not simply divide the radiated energy by the temperature?

**A:** That gives the entropy the surface loses, which is less than the radiation carries when it leaves into empty modes. For a black surface, $s'(n)=h_P\nu/kT$ means that a small rise in temperature adds entropy flux $d(\sigma_{\rm SB}T^4)/T=4\sigma_{\rm SB}T^2dT$, where $\sigma_{\rm SB}$ is the Stefan–Boltzmann constant. Integrating from zero gives $\tfrac43\sigma_{\rm SB}T^3$. Facing empty space, the surface loses only $\sigma_{\rm SB}T^3$, so a third of that amount is newly produced. In the opposite limit, $n_{\rm in}=n_s$, the production is zero.

**Q:** Then show me the account for the panel in the sun.

**A:** Let $J_{\rm th}$ and $J_{\rm sun}$ be the entropy leaving minus the entropy arriving, for thermal radiation beyond 4 µm and for the solar beam. The three productions are

$$\Sigma_{\rm th}=J_{\rm th}-\frac{P_{\rm loss}}{T_s},\quad \Sigma_{\rm sun}=J_{\rm sun}+\frac{\alpha G}{T_s},\quad \Sigma_{\rm air}=\frac{q_c}{T_s}-\frac{q_c}{T_a}.$$

When they are added, the terms in $1/T_s$ cancel by the energy balance, leaving

$$J_{\rm th}+J_{\rm sun}=\frac{q_c}{T_a}+\Sigma_{\rm th}+\Sigma_{\rm sun}+\Sigma_{\rm air}.$$

I integrated $s(n)$ numerically over frequency and angle for a mirror-like panel. The solar beam was a 5772 K spectrum below 4 µm, filling a cone of angular radius 4.65 mrad and dimmed evenly to 900 W/m². In mW/(m² K), $J_{\rm th}=257.3$. The beam arrives with 227.0 and leaves with 221.7, so $J_{\rm sun}=-5.3$. The radiation therefore gains 252.0, while the air loses $q_c/T_a=37.97/300$, or 126.6. The difference, 125.4, is the total production.

**Q:** Could a large production from sunlight be hiding a negative term elsewhere?

**A:** No. The parts are $\Sigma_{\rm th}=36.7$, $\Sigma_{\rm sun}=86.4$ and $\Sigma_{\rm air}=2.3$ mW/(m² K). Sunlight gives the largest part because 27 W/m² arrives with little entropy and becomes heat at 295 K, but each part is positive by itself. Your original objection reverses the direction of $q_c$, which would turn the $+2.3$ into $-2.3$.

**Q:** Would a real panel do this?

**A:** Coatings of this kind have been reported roughly 5 K below the air in sunlight, under clear, dry skies and with shielding from wind. The model's 5.4 K is similar, but it follows from the assumed coating and conditions, so the agreement does not confirm the model. Changing one input at a time:

- humid air with $\tau=0.5$ leaves a drop of 0.8 K;
- doubling $h$, as wind can do, leaves 3.1 K;
- dirt that raises $\alpha$ to 0.05 leaves 3.5 K;
- sky air 5 K colder than the air at the panel increases the drop to 6.0 K.

Ozone absorbs inside the window. If it made the sky opaque at 300 K from 9.4 to 9.9 µm, $P_0$ would fall by 8.2 W/m², or about 0.9 K of cooling. The lowest 15° above the horizon supplies only 2.6 W/m² of $P_0$, so weak emission at grazing angles matters less. Infrared sunlight inside the window adds 0.8 W/m² of heating.

There is also dew. The Clausius–Clapeyron relation, with a latent heat of 2.45 MJ/kg, puts the saturation pressure at 294.6 K at 72% of its value at 300 K. A panel held at 294.6 K would collect dew above that relative humidity. But humid air also closes the window: $\tau=0.85$ belongs to dry air, and with $\tau=0.5$ the drop is only 0.8 K, which moves the threshold to about 95%. In sunlight the closing window therefore usually keeps the panel above the dew point; dew is more a concern at night, when the panel runs colder. Where water does condense, it releases heat and changes the optical properties, and this model no longer applies.

**Q:** So my mistake was to list the air and the sun and leave out space.

**A:** Yes. With space on the list, the panel passes heat from warmer bodies to a colder one. What is unusual is that it absorbs very little sunlight and yet emits strongly in the window, so that this flow can hold it below the air. A bare mirror that absorbed as little sunlight but hardly emitted in the infrared would settle above the air.

Numbers in the example were calculated in double precision.
